# Photon energy and absorption in breaking a metal–carbon bond

## The problem

A metal alkyl molecule, isolated and in its lowest energy level, needs 250 kJ/mol to lose one alkyl group by homolysis, the splitting of the metal–carbon bond into two radicals.

(a) What is the longest wavelength at which a single photon can supply this energy?

(b) A lamp emits light of shorter wavelength than this. Does it follow that the light breaks the bond? If not, what else is required?

(c) Try the answer to (b) on a simple absorber: one electron in a box of length $L=12$ bohr, initially in its lowest level. It is exposed to three light pulses of equal field amplitude, $F=0.0002$ atomic units, and equal duration, 7267 atomic units of time. Their wavelengths are 443.2, 400.0 and 166.2 nm. Which pulses excite the electron appreciably?

The box stands for a light absorber in general. It has no bond to break and does not represent a particular metal alkyl.

## A tempting solution

"A photon of wavelength $\lambda$ has energy $hc/\lambda$, so a mole of photons has energy $N_Ahc/\lambda$. Setting this equal to 250 kJ/mol gives $\lambda=478.5$ nm. Shorter wavelengths mean more energy, so every photon below 478.5 nm breaks the bond.

"The three pulses in (c) have photon energies of 269.9, 299.1 and 719.8 kJ/mol. All exceed 250 kJ/mol, so all three deliver enough energy. The 166.2 nm pulse, with the most energetic photons, excites the electron most strongly."

## Where the fault lies

The wavelength is right. The fault is in the word "so" before "every photon breaks the bond". Energy conservation says that one photon cannot break the bond if it carries too little energy. It does not say that a photon with enough energy hands that energy over.

A photon that passes through the sample takes its energy with it. So does one that is scattered elastically, since it leaves with the frequency it came with. The full photon energy enters the molecule only when the photon is absorbed. The tempting solution has turned a necessary condition into a sufficient one, and its answer to (c) repeats the mistake.

## Solution to (a): the energy condition

Use Hartree atomic units, in which $\hbar=m_e=e=1$ and the speed of light is $c=137.036$. Let $D$ be the energy that takes one molecule from its lowest level to two separated radicals at rest, each in its own lowest level. One hartree per molecule corresponds to 2625.50 kJ/mol, so

$$
D=\frac{250}{2625.50}=0.095220\ \text{hartree}.
$$

A photon of angular frequency $\omega$ has energy $\hbar\omega=\omega$. Its frequency is $\omega/2\pi=c/\lambda$, and therefore

$$
\omega=\frac{2\pi c}{\lambda}.
$$

The photon must supply at least $D$; any excess can become motion or internal energy of the radicals. The small recoil due to the photon's momentum is neglected. The condition is

$$
\frac{2\pi c}{\lambda}\ge D .
$$

Both $\lambda$ and $D$ are positive. Multiplying by $\lambda$ and dividing by $D$ keeps the direction of the inequality and gives

$$
\lambda\le\lambda_{\max}=\frac{2\pi c}{D}.
$$

A minimum energy has become a maximum wavelength. With the numbers,

$$
\lambda_{\max}=\frac{2\pi\times137.036}{0.095220}\ \text{bohr}\approx 9042\ \text{bohr}=478.5\ \text{nm}.
$$

The last digits matter little. Since $\lambda_{\max}\propto 1/D$, a change of 1 kJ/mol in $D$, or 0.4%, moves the limit by about 2 nm.

**Two ways to pass the limit.** If the molecule already holds internal energy $\varepsilon<D$ that can be used for dissociation, the photon need supply only $D-\varepsilon$. The limit becomes $2\pi c/(D-\varepsilon)$. For $\varepsilon=10$ kJ/mol it is

$$
478.5\ \text{nm}\times\frac{250}{240}=498.4\ \text{nm}.
$$

A warm sample contains molecules with different internal energies, so its energy limit is not one sharp wavelength.

The second way is to use several photons. If $N$ photons of equal energy act together, the condition is $N\omega\ge D$, or $\lambda\le N\lambda_{\max}$. Two photons could then suffice up to 957 nm. The limit of 478.5 nm belongs to one photon and a molecule in its lowest level.

## Solution to (b): the absorption condition

No, it does not follow. To see what decides whether energy is taken up, consider two levels of an absorber, with energies $E_1<E_2$ and real wavefunctions $\phi_1,\phi_2$. Write $\omega_{21}=E_2-E_1$.

The light is described as an oscillating electric field of amplitude $F$ along $x$. Its wavelength is much larger than the absorber, so the field is taken as uniform. An electron has charge $-1$, and its potential energy in the field is $+Fx\cos\omega t$. Write

$$
\psi=c_1e^{-iE_1t}\phi_1+c_2e^{-iE_2t}\phi_2
$$

and insert this in the Schrödinger equation. The terms with $E_1$ and $E_2$ cancel. Projection on $\phi_2$ and $\phi_1$ leaves

$$
i\dot c_2=Fx_{12}\cos(\omega t)\,e^{i\omega_{21}t}c_1,\qquad
i\dot c_1=Fx_{12}\cos(\omega t)\,e^{-i\omega_{21}t}c_2,
$$

where $x_{12}=\int\phi_1x\phi_2\,dx$. The diagonal elements $x_{11}$ and $x_{22}$ are absent because the absorber is taken to be symmetric about $x=0$: each $\phi^2$ is even, so $x\phi^2$ is odd and integrates to zero. The sign of $\phi_2$ is chosen to make $x_{12}\ge0$.

Define

$$
\Omega=Fx_{12},\qquad \Delta=\omega-\omega_{21}.
$$

Since $\cos\omega t=\tfrac12(e^{i\omega t}+e^{-i\omega t})$, the first equation contains two oscillating factors:

$$
i\dot c_2=\frac{\Omega}{2}\left[e^{-i\Delta t}+e^{i(\omega+\omega_{21})t}\right]c_1 .
$$

If $\Omega$ and $|\Delta|$ are both much smaller than $\omega+\omega_{21}$, the second factor oscillates so fast that its effect nearly averages out. Dropping it, and its partner in the other equation, gives

$$
i\dot c_2=\frac{\Omega}{2}e^{-i\Delta t}c_1,\qquad
i\dot c_1=\frac{\Omega}{2}e^{i\Delta t}c_2 .
$$

Differentiate $\dot c_2=-i(\Omega/2)e^{-i\Delta t}c_1$ once more. The derivative of the exponential gives $-i\Delta\dot c_2$. The derivative of $c_1$ gives $(-i)^2(\Omega/2)^2c_2$. Hence

$$
\ddot c_2=-i\Delta\,\dot c_2-\frac{\Omega^2}{4}c_2 .
$$

To remove the first-derivative term, set $c_2=e^{-i\Delta t/2}g$. After division by the common exponential, the equation reads

$$
\ddot g-i\Delta\dot g-\frac{\Delta^2}{4}g
=-i\Delta\dot g-\frac{\Delta^2}{2}g-\frac{\Omega^2}{4}g .
$$

The terms in $\dot g$ cancel, leaving

$$
\ddot g=-\frac{W^2}{4}g,\qquad W^2=\Omega^2+\Delta^2 .
$$

At $t=0$ the absorber is in level 1, so $c_1=1$ and $c_2=0$. This means $g(0)=0$ and $\dot g(0)=\dot c_2(0)=-i\Omega/2$. The solution is $g=-i(\Omega/W)\sin(Wt/2)$, and the probability of finding level 2 is

$$
P_2(t)=|c_2|^2=\frac{\Omega^2}{\Omega^2+\Delta^2}\,\sin^2\!\left(\frac{Wt}{2}\right).
$$

The dissociation energy $D$ does not appear here. Two other quantities decide the matter:

- The photon energy must match the gap. When $|\Delta|$ is much larger than $\Omega$ but still much smaller than $\omega+\omega_{21}$, the largest probability is only about $\Omega^2/\Delta^2$.
- The matrix element $x_{12}$ must not vanish. If it does, $\Omega=0$ and a single photon does not drive this transition in the uniform field, even at perfect resonance. Two photons may still drive it by way of other levels.

In a real molecule the levels are broadened, and the match need only be as close as the width of the absorption band. Above $D$ there is also a continuum of final states, because the two radicals can separate with any kinetic energy. A final state of the right energy then exists for every photon above the limit, but energy conservation does not make the matrix element leading to it large.

**After absorption.** Absorption is still not homolysis. The excited molecule may emit light, pass its energy to its surroundings or react in another way before the metal–carbon bond breaks. If $N_{\rm in}$ photons enter the sample, a fraction $A$ is absorbed by the metal alkyl, and a fraction $\Phi$ of those absorptions leads to homolysis, the number of bonds broken directly by light is

$$
N_{\rm broken}=N_{\rm in}\,A\,\Phi .
$$

For $A=0$ this is zero, however energetic the photons are. For cold molecules and single photons, the condition $\lambda\le\lambda_{\max}$ is what allows $\Phi$ to differ from zero; it fixes neither $A$ nor $\Phi$.

## Solution to (c): three energetic pulses

Place the box between $x=-L/2$ and $x=L/2$. The wavefunction vanishes at both walls, so a whole number $n$ of half-waves fits into $L$. The wavenumber is $k=n\pi/L$, and the energy is

$$
E_n=\frac{k^2}{2}=\frac{n^2\pi^2}{2L^2}.
$$

For $L=12$ the first three levels are 0.03427, 0.13708 and 0.30843 hartree. The gaps from the lowest level are

$$
\omega_{21}=0.10281\ \text{hartree},\qquad \omega_{31}=0.27416\ \text{hartree}.
$$

They correspond to 443.2 nm and 166.2 nm. The first and third pulses therefore match a gap, while the 400.0 nm pulse does not.

Next come the matrix elements. The wavefunctions are

$$
\phi_1=\sqrt{\tfrac2L}\cos\frac{\pi x}{L},\quad
\phi_2=\sqrt{\tfrac2L}\sin\frac{2\pi x}{L},\quad
\phi_3=\sqrt{\tfrac2L}\cos\frac{3\pi x}{L}.
$$

With $\sin2a\cos a=\tfrac12(\sin3a+\sin a)$,

$$
x_{12}=\frac1L\int_{-L/2}^{L/2}x\left[\sin\frac{3\pi x}{L}+\sin\frac{\pi x}{L}\right]dx .
$$

For $k=m\pi/L$ with $m$ odd, integration by parts gives

$$
\int_{-L/2}^{L/2}x\sin kx\,dx
=\left[-\frac{x\cos kx}{k}+\frac{\sin kx}{k^2}\right]_{-L/2}^{L/2}
=\frac{2L^2}{m^2\pi^2}\sin\frac{m\pi}{2},
$$

because $\cos(m\pi/2)=0$. The sine is $+1$ for $m=1$ and $-1$ for $m=3$, so

$$
x_{12}=\frac{2L}{\pi^2}\left(1-\frac19\right)=\frac{16L}{9\pi^2}=2.1615\ \text{bohr}.
$$

For levels 1 and 3 both wavefunctions are even. The integrand $\phi_1x\phi_3$ is odd, and $x_{13}=0$.

The populations quoted below come from a numerical solution with the six lowest levels and the full oscillating field, including the fast terms dropped above. The field is switched on and off abruptly. An amplitude of 0.0002 atomic units for 7267 atomic units of time is about $1.4\times10^{9}$ W/cm² for 176 fs, which is a laser pulse and not a lamp. At 1 W/cm² the resonant population after the same time would be only about $2\times10^{-9}$. What carries over to weak light is the pair of conditions, a matched gap and a nonzero matrix element, and not the complete transfer found below. The small populations away from resonance are maxima during the pulse; with smoothly rising and falling edges, far less remains at the end.

**443.2 nm: matched and allowed.** Here $|\Delta|$ is below 1% of $\Omega$ and is taken as zero, and $\Omega=0.0002\times2.1615=4.323\times10^{-4}$ hartree. The formula reduces to $P_2=\sin^2(\Omega t/2)$, which reaches 1 at $t=\pi/\Omega=7267$ atomic units, the end of the pulse. The numerical population also reaches 1.000. The electron gains 0.1028 hartree, or 269.9 kJ/mol, the energy of one photon.

**400.0 nm: not matched.** The photon energy is 0.11391 hartree, which gives $\Delta=0.01110$ hartree, about 26 times $\Omega$. The largest probability is

$$
\frac{\Omega^2}{\Omega^2+\Delta^2}=1.51\times10^{-3}.
$$

The numerical maximum of the total excited population is $1.513\times10^{-3}$. The mean energy gain never exceeds $1.6\times10^{-4}$ hartree, about 0.14% of the photon energy. Each photon carries more energy than at 443.2 nm, yet almost nothing is taken up.

**166.2 nm: matched but forbidden.** The photon energy is 719.8 kJ/mol, nearly three times the dissociation energy in (a), and it equals the gap to level 3. Because $x_{13}=0$, the field does not drive the direct transition. The excited population stays below $10^{-5}$, with a maximum of $6.3\times10^{-6}$.

This small remainder can be traced to level 2, driven far from its resonance. Now $\Delta=0.27416-0.10281=0.17135$ hartree, too large for the fast term to be dropped. The excitation is weak, however, so $c_1\approx1$ can be used in the equation with both terms. Integrating from zero to $t$, with $s=\omega+\omega_{21}$,

$$
c_2=-\frac{\Omega}{2}\left[\frac{e^{-i\Delta t}-1}{-\Delta}+\frac{e^{ist}-1}{s}\right].
$$

The constant terms in the bracket add up to $1/\Delta-1/s$, which is positive because $\Delta<s$. The oscillating terms have moduli $1/\Delta$ and $1/s$. The modulus of the bracket is therefore at most

$$
\left(\frac1\Delta-\frac1s\right)+\frac1\Delta+\frac1s=\frac2\Delta ,
$$

and to leading order in the field

$$
P_2\le\frac{\Omega^2}{\Delta^2}
=\left(\frac{4.323\times10^{-4}}{0.17135}\right)^2=6.4\times10^{-6}.
$$

Level 2 holds 99.7% of the excited population at its maximum, and both this share and the total lie just under the bound. The answer to (c) is that only the 443.2 nm pulse excites the electron appreciably, although all three have photons above 250 kJ/mol. The full set of values is in the numerical output, where the levels come from a grid and differ from the formula by up to one unit in the fifth decimal.

## Computed results

```
THRESHOLD
Dissociation energy, given: 250 kJ/mol
One hartree per molecule: 2625.50 kJ/mol
Dissociation energy per molecule: 0.095220 hartree
Speed of light: 137.036 atomic units
Limiting wavelength: 9042.5 bohr
Bohr radius: 0.05291772 nm
Limiting wavelength: 478.51 nm
Same from SI constants: 478.51 nm
Internal energy in warm case: 10 kJ/mol
Limiting wavelength in warm case: 498.4 nm
MODEL ABSORBER
Box length: 12 bohr
Field amplitude: 0.0002 atomic units
Energy of level 1: 0.03427 hartree
Energy of level 2: 0.13708 hartree
Energy of level 3: 0.30842 hartree
Matrix element |x12|: 2.1615 bohr
Matrix element |x13|: 0.0000 bohr
Omega for 1-2: 4.3230e-04 hartree
Pulse duration: 7267.0 atomic units of time
Detuning of 400 nm light from 1-2: 0.01110 hartree
Formula, largest P2 at 400 nm: 1.51e-03
PULSE: allowed resonance
  wavelength: 443.2 nm
  photon energy: 0.10281 hartree
  photon energy: 269.9 kJ/mol
  largest excited population: 1.000e+00
  largest mean energy gain: 1.028e-01 hartree
PULSE: between levels
  wavelength: 400.0 nm
  photon energy: 0.11391 hartree
  photon energy: 299.1 kJ/mol
  largest excited population: 1.513e-03
  largest mean energy gain: 1.555e-04 hartree
PULSE: forbidden resonance
  wavelength: 166.2 nm
  photon energy: 0.27415 hartree
  photon energy: 719.8 kJ/mol
  largest excited population: 6.342e-06
  largest mean energy gain: 6.586e-07 hartree
```
